# How much of a Hartree–Fock water dimer's attraction is basis-set error?: test program

```python
# Result under test: for two rigid water molecules A (donor) and B (acceptor),
#   U = E(AB) - E(A, own basis) - E(B, own basis)      uncorrected interaction
#   C = E(AB) - E(A, dimer basis) - E(B, dimer basis)  counterpoise interaction
#   delta = C - U >= 0                                 superposition error
# and, with well depths D_U, D_C at minima R_U, R_C,
#   delta(R_C) <= D_U - D_C <= delta(R_U).
# R is the O-O distance in angstrom; SCF energies are in hartree and
# interaction energies in kJ/mol. Method: restricted Hartree-Fock.
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
HARTREE_J = const.physical_constants["Hartree energy"][0]
KJMOL = HARTREE_J * const.N_A / 1000.0
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
MEV_PER_KJMOL = 1000.0 / const.N_A / const.e * 1000.0
OH, ANGLE, TILT = 0.96, 104.5, 55.0
SMALL, LARGE = "6-31g", "aug-cc-pvdz"


def monomers(distance):
    """Donor with one OH along x; acceptor oxygen at x = distance."""
    a, t = np.radians(ANGLE), np.radians(TILT)
    donor = [("O", np.zeros(3)),
             ("H", np.array([OH, 0.0, 0.0])),
             ("H", OH * np.array([np.cos(a), -np.sin(a), 0.0]))]
    oxygen = np.array([distance, 0.0, 0.0])
    bisector = np.array([np.cos(t), np.sin(t), 0.0])
    normal = np.array([0.0, 0.0, 1.0])
    acceptor = [("O", oxygen)]
    for sign in (1, -1):
        acceptor.append(("H", oxygen + OH * (np.cos(a / 2) * bisector
                                             + sign * np.sin(a / 2) * normal)))
    return donor, acceptor


def molecule(real, ghosts=(), basis=SMALL):
    atoms = [(s, tuple(x)) for s, x in real]
    atoms += [("ghost-" + s, tuple(x)) for s, x in ghosts]
    return gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)


def hartree_fock(mol):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


donor0, acceptor0 = monomers(2.9)
free_a = hartree_fock(molecule(donor0))
free_b = hartree_fock(molecule(acceptor0))
# The free energy must not depend on position or orientation.
assert abs(free_a.e_tot - free_b.e_tot) < 1e-8


def interaction(distance):
    """Return uncorrected and counterpoise energies in kJ/mol."""
    a, b = monomers(distance)
    e_ab = hartree_fock(molecule(a + b)).e_tot
    e_a = hartree_fock(molecule(a, b)).e_tot
    e_b = hartree_fock(molecule(b, a)).e_tot
    raw = e_ab - free_a.e_tot - free_b.e_tot
    return np.array([raw, e_ab - e_a - e_b]) * KJMOL


# Test the ghost-centre meaning with a separate Roothaan loop that uses
# the dimer's basis but only the donor's nuclei and electrons.
pair = molecule(donor0 + acceptor0)
overlap = pair.intor("int1e_ovlp")
core = pair.intor("int1e_kin")
charges, places = pair.atom_charges(), pair.atom_coords()
for i in range(3):
    with pair.with_rinv_origin(places[i]):
        core = core - charges[i] * pair.intor("int1e_rinv")
repulsion = sum(charges[i] * charges[j] / np.linalg.norm(places[i] - places[j])
                for i in range(3) for j in range(i))
eri = pair.intor("int2e")
n_free = free_a.mol.nao
density = np.zeros_like(core)
density[:n_free, :n_free] = free_a.make_rdm1()
loop_energies = []
for _ in range(80):
    coulomb = np.einsum("ijkl,kl->ij", eri, density)
    exchange = np.einsum("ikjl,kl->ij", eri, density)
    fock = core + coulomb - exchange / 2
    loop_energies.append(0.5 * np.sum(density * (core + fock)) + repulsion)
    orbitals = eigh(fock, overlap)[1][:, :5]
    density = 2 * orbitals @ orbitals.T
ghost_energy = hartree_fock(molecule(donor0, acceptor0)).e_tot
assert abs(loop_energies[0] - free_a.e_tot) < 1e-8
assert abs(loop_energies[-1] - ghost_energy) < 1e-7
assert ghost_energy < free_a.e_tot

# Curves, interpolated minima, and direct energies at those minima.
grid = np.array([2.6, 2.7, 2.8, 2.9, 3.0, 3.1, 3.3, 3.6, 4.0, 5.0])
curves = np.array([interaction(r) for r in grid])
delta = curves[:, 1] - curves[:, 0]
assert np.all(delta > -1e-5)
splines = [CubicSpline(grid, curves[:, k]) for k in (0, 1)]
minima = [minimize_scalar(s, bounds=(2.6, 3.5), method="bounded",
                          options={"xatol": 1e-7}).x for s in splines]
assert all(2.62 < r < 3.4 for r in minima)
at_min = [interaction(r) for r in minima]
for k in (0, 1):
    # The allowance covers cubic interpolation on a 0.1 angstrom grid.
    assert abs(at_min[k][k] - splines[k](minima[k])) < 0.05
depth_u, depth_c = -at_min[0][0], -at_min[1][1]
delta_u = at_min[0][1] - at_min[0][0]
delta_c = at_min[1][1] - at_min[1][0]
loss = depth_u - depth_c
# The allowance covers the small error in the interpolated minima.
assert delta_c - 0.005 <= loss <= delta_u + 0.005
assert depth_c > 0

# Long range: remove the relative 1/R term using distances R and 2R.
mu_a = free_a.dip_moment(unit="AU", verbose=0)
mu_b = free_b.dip_moment(unit="AU", verbose=0)
dipole_coefficient = mu_a @ mu_b - 3 * mu_a[0] * mu_b[0]
far = np.array([30.0, 60.0])
far_energy = np.array([interaction(r) for r in far])
assert np.max(np.abs(far_energy[:, 1] - far_energy[:, 0])) < 1e-4
scaled = far_energy[:, 1] / KJMOL * (far / BOHR) ** 3
far_coefficient = 2 * scaled[1] - scaled[0]
assert abs(far_coefficient / dipole_coefficient - 1) < 0.02

# Larger basis and frozen-core MP2 at the counterpoise minimum.
a, b = monomers(minima[1])
large_fields = [hartree_fock(molecule(a + b, basis=LARGE)),
                hartree_fock(molecule(a, b, LARGE)),
                hartree_fock(molecule(b, a, LARGE))]
large_free = hartree_fock(molecule(a, basis=LARGE)).e_tot
large_raw = (large_fields[0].e_tot - 2 * large_free) * KJMOL
large_cp = (large_fields[0].e_tot - large_fields[1].e_tot
            - large_fields[2].e_tot) * KJMOL
large_delta = large_cp - large_raw
assert 0 < large_delta < delta_c
correlation = [mp.MP2(mf, frozen=n).kernel()[0]
               for mf, n in zip(large_fields, (2, 1, 1))]
mp2_part = (correlation[0] - correlation[1] - correlation[2]) * KJMOL

# Harmonic O-O stretch of two rigid molecules on the counterpoise curve.
step = 0.05
side = [interaction(minima[1] + s * step)[1] for s in (-1, 1)]
curvature = (side[0] + side[1] - 2 * at_min[1][1]) / step**2
# Interpolation and finite differences both have truncation errors.
assert abs(splines[1](minima[1], 2) / curvature - 1) < 0.10
force_constant = curvature * 1000 / const.N_A * 1e20
mass = np.sum(free_a.mol.atom_mass_list(isotope_avg=True)) * const.atomic_mass
omega = np.sqrt(force_constant / (mass / 2))
zero_point = 0.5 * const.hbar * omega * const.N_A / 1000
temperature = const.zero_Celsius + 150.0
thermal = const.R * temperature / 1000

print(f"O-H length: {OH:.2f} angstrom; H-O-H angle: {ANGLE:.1f} deg")
print(f"Acceptor tilt: {TILT:.1f} deg")
print(f"Basis functions in dimer, 6-31G: {pair.nao}")
print(f"Basis functions in dimer, aug-cc-pVDZ: {large_fields[0].mol.nao}")
print(f"Free monomer energy, 6-31G: {free_a.e_tot:.8f} hartree")
print(f"Donor with ghosts at 2.9 angstrom: {ghost_energy:.8f} hartree")
print(f"Same from separate loop: {loop_energies[-1]:.8f} hartree")
print("Curves, 6-31G: R/angstrom, U, C, delta in kJ/mol, delta/|U| in %")
for r, (u, c), d in zip(grid, curves, delta):
    share = f"{100 * d / abs(u):.1f}" if u < 0 else "not attractive"
    print(f"  {r:.1f}  {u:.3f}  {c:.3f}  {d:.3f}  {share}")
print(f"Uncorrected minimum R_U: {minima[0]:.3f} angstrom")
print(f"Counterpoise minimum R_C: {minima[1]:.3f} angstrom")
print(f"Well depth D_U: {depth_u:.3f} kJ/mol = {depth_u*MEV_PER_KJMOL:.1f} meV")
print(f"Well depth D_C: {depth_c:.3f} kJ/mol = {depth_c*MEV_PER_KJMOL:.1f} meV")
print(f"delta at R_U: {delta_u:.3f} kJ/mol")
print(f"delta at R_C: {delta_c:.3f} kJ/mol")
print(f"Loss of well depth D_U - D_C: {loss:.3f} kJ/mol")
print(f"Artificial share of well depth: {100 * loss / depth_u:.2f} %")
print(f"Artificial share at fixed R_U: {100 * delta_u / depth_u:.2f} %")
print(f"Monomer dipole, 6-31G: {np.linalg.norm(mu_a):.4f} atomic units")
print(f"R^3 coefficient from dipoles: {dipole_coefficient:.4f} atomic units")
print(f"R^3 coefficient from SCF: {far_coefficient:.4f} atomic units")
print(f"aug-cc-pVDZ U at R_C: {large_raw:.3f} kJ/mol")
print(f"aug-cc-pVDZ C at R_C: {large_cp:.3f} kJ/mol")
print(f"aug-cc-pVDZ delta at R_C: {large_delta:.3f} kJ/mol")
print(f"MP2 correlation part of C at R_C: {mp2_part:.3f} kJ/mol")
print(f"HF plus MP2 part at R_C: {large_cp + mp2_part:.3f} kJ/mol")
print(f"O-O stretch force constant: {force_constant:.2f} N/m")
print(f"O-O stretch wavenumber: {omega/(2*np.pi*const.c*100):.1f} cm^-1")
print(f"O-O stretch zero-point energy: {zero_point:.3f} kJ/mol")
print(f"RT at {temperature:.2f} K: {thermal:.3f} kJ/mol")
print("PASS")
```

Printed output:

```
O-H length: 0.96 angstrom; H-O-H angle: 104.5 deg
Acceptor tilt: 55.0 deg
Basis functions in dimer, 6-31G: 26
Basis functions in dimer, aug-cc-pVDZ: 82
Free monomer energy, 6-31G: -75.98394030 hartree
Donor with ghosts at 2.9 angstrom: -75.98443479 hartree
Same from separate loop: -75.98443479 hartree
Curves, 6-31G: R/angstrom, U, C, delta in kJ/mol, delta/|U| in %
  2.6  -22.473  -16.629  5.843  26.0
  2.7  -28.173  -22.978  5.195  18.4
  2.8  -30.778  -26.090  4.688  15.2
  2.9  -31.400  -27.114  4.286  13.6
  3.0  -30.803  -26.843  3.960  12.9
  3.1  -29.500  -25.810  3.690  12.5
  3.3  -25.995  -22.722  3.273  12.6
  3.6  -20.528  -17.747  2.781  13.5
  4.0  -14.306  -12.407  1.899  13.3
  5.0  -5.749  -5.613  0.136  2.4
Uncorrected minimum R_U: 2.893 angstrom
Counterpoise minimum R_C: 2.923 angstrom
Well depth D_U: 31.403 kJ/mol = 325.5 meV
Well depth D_C: 27.144 kJ/mol = 281.3 meV
delta at R_U: 4.313 kJ/mol
delta at R_C: 4.206 kJ/mol
Loss of well depth D_U - D_C: 4.260 kJ/mol
Artificial share of well depth: 13.56 %
Artificial share at fixed R_U: 13.73 %
Monomer dipole, 6-31G: 1.0353 atomic units
R^3 coefficient from dipoles: -1.4470 atomic units
R^3 coefficient from SCF: -1.4450 atomic units
aug-cc-pVDZ U at R_C: -15.833 kJ/mol
aug-cc-pVDZ C at R_C: -14.822 kJ/mol
aug-cc-pVDZ delta at R_C: 1.011 kJ/mol
MP2 correlation part of C at R_C: -3.154 kJ/mol
HF plus MP2 part at R_C: -17.976 kJ/mol
O-O stretch force constant: 18.93 N/m
O-O stretch wavenumber: 188.9 cm^-1
O-O stretch zero-point energy: 1.130 kJ/mol
RT at 423.15 K: 3.518 kJ/mol
PASS
```
